# The scale length of a double-gate film with equal permittivities

## Problem

A semiconductor film of thickness $t_s$ lies between two identical insulators, each of thickness $t_i$. A gate covers the outer face of each insulator, and both gates are at the same potential. The film and the insulators have the same permittivity. Let $x$ run along the channel from source to drain, and let $y$ run across the film, with $y=0$ at its centre.

The transistor is below threshold, so mobile charge can be neglected in the electrostatics. The fixed charge does not vary along $x$. The structure is wide enough in the third direction to be treated as two-dimensional.

Far from the ends, the potential depends on $y$ alone. Near the source and drain it is disturbed. The scale length $\lambda$ is defined by the slowest decay of this disturbance, written as $e^{-\pi x/\lambda}$. With this convention, the distance over which the disturbance falls by a factor $e$ is $\lambda/\pi$, not $\lambda$.

1. Find $\lambda$ without assuming a shape for the potential across the film. Evaluate it for $t_s=5$ nm and $t_i=1$ nm.
2. The film has relative permittivity 12. What happens to $\lambda$ if the insulators have relative permittivity 4 or 24 instead, at the same thicknesses?
3. With equal permittivities again, the drain potential is raised by 0.1 V. How does the response at mid-channel change when the gate length goes from 14 nm to 21 nm?

## A tempting solution

The fixed charge is the same at every $x$, so it belongs to the long-channel potential. The disturbance $u$ therefore obeys Laplace's equation in the film. Try a solution that is even in $y$ and decays along $x$:

$$u=A\cos(ky)\,e^{-kx}.$$

The insulators are thin and the gates are held at fixed potential. It seems that the gates must hold the film surfaces too, so that $u=0$ at $y=\pm t_s/2$. The smallest positive $k$ satisfying this is given by

$$\frac{kt_s}{2}=\frac{\pi}{2},\qquad k=\frac{\pi}{t_s}.$$

Comparison with $k=\pi/\lambda$ gives $\lambda=t_s=5$ nm. The insulators have disappeared from the answer.

## Where it fails

Laplace's equation and the cosine are sound. The fault is the condition $u=0$ at the film surface. A gate fixes the potential on its own face, which lies a distance $t_i$ away. Between that face and the film, the potential can vary, and the field lines of the disturbance pass through the insulator as well as the film.

The film surface is an interface between two dielectrics. There, the potential must be continuous, and so must the normal component of the electric displacement if the disturbance carries no interface charge. Neither condition makes $u$ vanish. The correct problem therefore extends from gate to gate.

## Correct solution

### Removing the charge and the gate voltage

Let $\varepsilon(y)$ be the permittivity and $\rho(y)$ the fixed charge density. Poisson's equation is

$$\varepsilon\frac{\partial^2\phi}{\partial x^2}+\frac{\partial}{\partial y}\left(\varepsilon\frac{\partial\phi}{\partial y}\right)=-\rho(y).$$

The long-channel potential $\phi_L(y)$ has the same charge and the same gate potentials, but no dependence on $x$:

$$\frac{d}{dy}\left(\varepsilon\frac{d\phi_L}{dy}\right)=-\rho(y).$$

Write $\phi=\phi_L+u$ and subtract the second equation from the first. The charge cancels:

$$\varepsilon\frac{\partial^2u}{\partial x^2}+\frac{\partial}{\partial y}\left(\varepsilon\frac{\partial u}{\partial y}\right)=0.$$

Both $\phi$ and $\phi_L$ take the gate potential at the gates, so $u=0$ there. At each interface, $u$ and $\varepsilon\,\partial u/\partial y$ are continuous. A fixed interface charge that is uniform along $x$ does not alter this, since it too is contained in $\phi_L$.

Mobile charge would be different. It depends on $\phi$ and hence on $x$ near the ends, so it would not cancel. This is why the result is restricted to operation below threshold.

### Separating the variables

Put $u=X(x)Y(y)$. Within a layer the permittivity is constant, and division by $\varepsilon XY$ gives

$$\frac{X''}{X}=-\frac{Y''}{Y}=k^2.$$

The left side depends on $x$ and the middle on $y$, so both equal a constant. It is the same constant in all layers, because continuity at every $x$ requires a common $X(x)$.

The constant is positive. To see this, multiply $(\varepsilon Y')'=-k^2\varepsilon Y$ by $Y$ and integrate from gate to gate. Integration by parts leaves no boundary term, since $Y=0$ at the gates and $\varepsilon Y'$ is continuous inside. Thus

$$\int\varepsilon (Y')^2\,dy=k^2\int\varepsilon Y^2\,dy,$$

and both integrals are positive. Hence $X$ is a combination of $e^{-kx}$ and $e^{kx}$. For a disturbance that starts at the source and dies out in a long channel, we keep $e^{-kx}$, with $k=\pi/\lambda$.

### Matching the film to the insulators

Let $a=t_s/2$ be half the film thickness and $h=a+t_i$ the distance from the centre to a gate. It is useful to keep the two permittivities, $\varepsilon_s$ in the film and $\varepsilon_i$ in the insulators, distinct for a moment. An even mode that vanishes at the gates has the form

$$Y=\begin{cases}A\cos(ky), & |y|\le a,\\ B\sin[k(h-|y|)], & a\le |y|\le h.\end{cases}$$

At $y=a$ the argument of the sine is $k(h-a)=kt_i$. Continuity of the potential gives

$$A\cos(ka)=B\sin(kt_i).$$

The slopes are $-kA\sin(ka)$ on the film side and $-kB\cos(kt_i)$ on the insulator side. Continuity of the displacement, after cancelling $-k$, gives

$$\varepsilon_sA\sin(ka)=\varepsilon_iB\cos(kt_i).$$

These are two homogeneous linear equations for $A$ and $B$. They have a nonzero solution when their determinant vanishes:

$$\varepsilon_s\sin(ka)\sin(kt_i)=\varepsilon_i\cos(ka)\cos(kt_i).$$

Now set $\varepsilon_s=\varepsilon_i$ and cancel the common permittivity:

$$\cos(ka)\cos(kt_i)-\sin(ka)\sin(kt_i)=0.$$

The left side is the cosine of a sum, so

$$\cos[k(a+t_i)]=0.$$

The smallest positive root has $k(a+t_i)=\pi/2$. Since $a+t_i=t_s/2+t_i$,

$$k=\frac{\pi}{t_s+2t_i},\qquad \boxed{\lambda=t_s+2t_i}.$$

### Checking that no slower mode exists

The even modes are not the whole set. With equal permittivities, continuity of $\varepsilon Y'$ means continuity of $Y'$, so the interfaces put no kink in $Y$. The equation $Y''=-k^2Y$ then holds across the full distance $2h$ between the gates. The solution that vanishes at $y=-h$ is $\sin[k(y+h)]$. It vanishes also at $y=h$ when $2kh=n\pi$, which gives

$$\lambda_n=\frac{2h}{n}=\frac{t_s+2t_i}{n},\qquad n=1,2,3,\ldots$$

The mode $n=1$ is the even mode found above, because $\sin(\pi y/2h+\pi/2)=\cos(\pi y/2h)$. The first odd mode is $n=2$, with half the scale length. No mode is slower than $n=1$.

This argument also covers unequal insulator thicknesses $t_1$ and $t_2$. If all three permittivities are equal, the distance between the gates is $t_s+t_1+t_2$, and this is then the scale length.

The result is exact for the stated electrostatic model. It does not say that the whole disturbance is one exponential. The end potentials generally excite many modes, and the first dominates after the faster ones have died out, provided its amplitude is not zero. That amplitude is proportional to the integral of $u(0,y)\cos(\pi y/2h)$ across the structure. The cosine is positive between the gates, so an end disturbance of one sign excites the first mode.

### The 5 nm film

For the given thicknesses,

$$\lambda=5+2\times1=7\ \text{nm},\qquad k=\frac{\pi}{7\ \text{nm}}=0.4488\ \text{nm}^{-1}.$$

The decay length is $\lambda/\pi=2.228$ nm. A numerical solution of the two-dimensional Poisson equation, with fixed charge in the film, gives 2.229 nm from the fall of the disturbance along the centre line on a grid of 0.1 nm. The last digit is grid error: halving the grid spacing gives 2.228 nm. In that solution the end potential is uniform across the film and falls linearly across the insulators, so it is not a pure mode.

The error in the tempting solution can now be seen directly. Relative to its value at the centre, the first mode at the film surface is

$$\frac{Y(a)}{Y(0)}=\cos\left(\frac{\pi t_s}{2\lambda}\right)=\cos\left(\frac{5\pi}{14}\right)=0.4339.$$

The surface keeps about 43% of the central disturbance, where the tempting solution had zero. That solution gives 5 nm in place of 7 nm and therefore predicts too rapid a decay.

For equal permittivities, the two answers approach each other when $t_i\ll t_s$. An insulator that is thin in nanometres need not be thin in this sense. Here the two insulators together supply 2 nm of the 7 nm. The sum also shows that removing a given thickness from each insulator shortens $\lambda$ by twice that amount, while removing it from the film shortens $\lambda$ by that amount once.

## When the permittivities differ

Return to the matching condition with $\varepsilon_s\ne\varepsilon_i$. Consider values of $k$ for which both $ka$ and $kt_i$ lie between 0 and $\pi/2$. Neither cosine vanishes, so we may divide by them:

$$\tan(ka)\tan(kt_i)=\frac{\varepsilon_i}{\varepsilon_s}.$$

As $k$ increases through this range, the left side rises steadily from zero without bound. There is one root, and it moves to larger $k$ as $\varepsilon_i$ increases. Thus a higher insulator permittivity shortens $\lambda$, and a lower one lengthens it.

No odd mode lies in this range. An odd mode has $Y=A\sin(ky)$ in the film and, for $y>0$, $Y=B\sin[k(h-y)]$ in the insulator. Continuity of $Y$ requires $A$ and $B$ to have the same sign, since both sines are positive at the interface. Continuity of displacement requires $\varepsilon_sA\cos(ka)=-\varepsilon_iB\cos(kt_i)$, and hence opposite signs. Both cannot hold, so the slowest mode is even for unequal permittivities too.

With $\varepsilon_s=12$, the roots give $\lambda=9.904$ nm for $\varepsilon_i=4$ and $\lambda=6.072$ nm for $\varepsilon_i=24$. The thicknesses are unchanged, so their sum is still 7 nm, but it is no longer the scale length.

Two limits show what controls these values.

**High insulator permittivity.** Divide the matching condition by $\varepsilon_i$ and let $\varepsilon_i/\varepsilon_s$ grow without limit. The term with the sines disappears, leaving

$$\cos(ka)\cos(kt_i)=0.$$

The smaller of the two roots $k=\pi/t_s$ and $k=\pi/(2t_i)$ belongs to the slowest mode. Hence $\lambda$ tends to the larger of $t_s$ and $2t_i$. For the present thicknesses this is $t_s=5$ nm, the tempting answer. It is a limiting value, and an insulator permittivity twice that of the film still leaves $\lambda$ about 1 nm above it.

**Low insulator permittivity.** If $ka$ and $kt_i$ are both small, each tangent may be replaced by its argument. To leading order,

$$k^2at_i=\frac{\varepsilon_i}{\varepsilon_s},\qquad
\lambda=\frac{\pi}{k}=\pi\sqrt{\frac{\varepsilon_s t_st_i}{2\varepsilon_i}},$$

where $a=t_s/2$ was used. The scale length now follows the square root of a product of thicknesses instead of their sum. The approximation requires $\varepsilon_i/\varepsilon_s$ to be small compared with both $a/t_i$ and $t_i/a$, so that both arguments are small.

One might try to keep the sum rule by replacing $t_i$ with the thickness $t_i'=\varepsilon_st_i/\varepsilon_i$, which gives the same capacitance per area in a material of permittivity $\varepsilon_s$. For $\varepsilon_i=4$ this would give $5+2\times(12/4)\times1=11$ nm, which is longer than the 9.904 nm found from the matching condition. The replacement preserves the response to a field normal to the layers. It does not preserve the response to the field along $x$. Stretching $y$ in the insulator by $\varepsilon_s/\varepsilon_i$ maps it exactly onto a layer of thickness $t_i'$ with permittivity $\varepsilon_s$ across the layer but $\varepsilon_i^2/\varepsilon_s$ along it. The sum rule uses $\varepsilon_s$ in both directions, which for $\varepsilon_i=4$ is nine times too large along $x$. Dropping the field along $x$ in the insulator altogether, so that it acts as a pure capacitance, gives $k\tan(ka)=\varepsilon_i/(\varepsilon_st_i)$ and $\lambda=9.77$ nm, much closer to the exact value.

## The response to the drain

Let $w$ be the change in potential when the drain is raised while the source and gates are held fixed. The fixed charge is the same before and after, so it cancels from $w$. Take the potential over the whole source end, $x=0$, as fixed, in the insulators as well as in the film. Then $w$ obeys Laplace's equation and vanishes at the gates and at $x=0$. For equal permittivities, its first mode is

$$w_1=D\cos\left(\frac{\pi y}{\lambda}\right)
\frac{\sinh(\pi x/\lambda)}{\sinh(\pi L/\lambda)},$$

where $L$ is the gate length and $D$ is the amplitude of this mode at the drain. The hyperbolic sine appears because both exponentials are needed to make $w_1$ vanish at the source.

At the centre of the channel, $x=L/2$ and $y=0$. Set $z=\pi L/(2\lambda)$ and use $\sinh(2z)=2\sinh z\cosh z$:

$$\frac{w_1}{D}=\frac{\sinh z}{\sinh(2z)}=\frac{1}{2\cosh z}.$$

For $L=14$ nm, $z=\pi$ and this factor is 0.04313. For $L=21$ nm, $z=3\pi/2$ and it is 0.00898. The amplitude $D$ depends on the potential imposed at the drain end, not on $L$, so it cancels from the ratio:

$$\frac{w_1(14\ \text{nm})}{w_1(21\ \text{nm})}
=\frac{\cosh(3\pi/2)}{\cosh\pi}=4.802.$$

Lengthening the gate from two scale lengths to three therefore reduces the mid-channel response by a factor of about 4.8.

To obtain the response in millivolts, the potential at the drain end must be specified in the insulators as well. Suppose its change is $V=0.1$ V across the film and falls linearly to zero across each insulator. Write this change as $Vf(y)$. Multiplying by the first mode and integrating across the structure selects $D$. Since $\int_{-h}^{h}\cos^2(ky)\,dy=\lambda/2$ and $f$ is even,

$$\frac{D}{V}=\frac{4}{\lambda}\int_0^h f(y)\cos(ky)\,dy.$$

Integrate by parts. The boundary term vanishes because $\sin(0)=0$ and $f(h)=0$. The slope $f'$ is zero in the film and $-1/t_i$ in the insulator, so

$$\int_0^h f\cos(ky)\,dy=\frac{1}{kt_i}\int_a^h\sin(ky)\,dy
=\frac{\cos(ka)}{k^2t_i},$$

where $\cos(kh)=0$ removed the upper limit. With lengths in nanometres,

$$\frac{D}{V}=\frac{4\cos(ka)}{\lambda k^2t_i}
=\frac{4\times0.4339}{7\times0.4488^2\times1}=1.231.$$

The amplitude exceeds the applied step because the imposed profile is flatter than a cosine. The higher modes make up the difference at the drain. At mid-channel the first mode gives

$$0.1\ \text{V}\times1.231\times0.04313=5.31\ \text{mV}$$

for the 14 nm gate. The two-dimensional numerical solution, on a grid of 0.1 nm, gives 5.311 mV. It contains the higher modes, which lower the first-mode value of 5.309 mV by about 0.002 mV, but also a grid error of about $+0.004$ mV. As the grid is refined the value settles at 5.307 mV. For the 21 nm gate the 0.1 nm grid gives 1.107 mV, which settles at 1.106 mV. The ratio of the two numerical responses is 4.798 on the 0.1 nm grid and 4.800 when converged, within 0.1% of the first-mode ratio in either case.

These voltages belong to the chosen end profile. Another profile can change $D$ and the individual responses, but not the scale length. The ratio would also stay close to 4.802 as long as the first mode dominates at mid-channel. In a gate so short that the higher modes still matter there, the ratio too depends on the end profile. The computed values are collected in the numerical output below.

## Calculated quantities

```
Film thickness: 5.0 nm
Thickness of each insulator: 1.0 nm
Relative permittivity, film and insulators: 12
Scale length from the sum rule: 7.000 nm
Scale length from transverse eigenproblem: 7.000 nm
Scale length of first odd mode: 3.500 nm
Wave number k = pi/lambda: 0.4488 1/nm
Decay length lambda/pi: 2.228 nm
Decay length from 2D Poisson solution: 2.229 nm
First mode, interface/centre: 0.4339 (no unit)
Scale length, insulator permittivity 4: 9.904 nm
Scale length, insulator permittivity 24: 6.072 nm
2D model, gate voltage: 0.2 V
2D model, source-end film potential: 0.6 V
2D model, film charge/permittivity: -0.02 V/nm^2
Drain step: 0.1 V
Gate length: 14 nm
  first-mode factor at mid-channel: 0.04313 (no unit)
  2D mid-channel response: 5.311 mV
Gate length: 21 nm
  first-mode factor at mid-channel: 0.00898 (no unit)
  2D mid-channel response: 1.107 mV
Response ratio from first mode: 4.802 (no unit)
Response ratio from 2D solutions: 4.798 (no unit)
```
